# Square-Lattice Ising Transition in the Square Cluster Approximation: test program

```python
"""Square approximation of the cluster variation method, square-lattice Ising model.

Result under test: exp(2 J/(k Tc)) = (5 + sqrt(17))/4, so k Tc/J = 2.426,
between the Bethe value 2/ln 2 and the exact value 2/ln(1 + sqrt 2).
Energy: E = -J sum(s_i s_j), each nearest-neighbour bond once, s = +1 or -1.
K = J/(k T); c = neighbour correlation; m = magnetization per site.
The square distribution is a four-spin ring with coupling L and field H:
y = exp(4 L), z = exp(2 H), w = z + 1/z.
"""
from itertools import product, combinations
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import k as k_boltzmann
from scipy.optimize import minimize_scalar, brentq
from scipy.special import xlogy


# ---------- cluster coefficients counted on a periodic lattice ----------
def entropy_coefficients(size=5):
    squares = [frozenset(((i + a) % size, (j + b) % size)
                         for a in (0, 1) for b in (0, 1))
               for i in range(size) for j in range(size)]
    overlaps = {a & b for a, b in combinations(squares, 2) if a & b}
    bonds = [o for o in overlaps if len(o) == 2]
    points = [frozenset([(i, j)]) for i in range(size) for j in range(size)]
    assert all(len(o) in (1, 2) for o in overlaps)
    weight = {s: 1 for s in squares}
    for group in (bonds, points):
        new = {g: 1 - sum(v for big, v in weight.items() if g < big)
               for g in group}
        weight.update(new)
    return [sum(weight[g] for g in group) / size**2
            for group in (squares, bonds, points)]


coef_square, coef_bond, coef_point = entropy_coefficients()
assert (coef_square, coef_bond, coef_point) == (1, -2, 1)

# ---------- free energy from the 16 configurations of a square ----------
spins = np.array(list(product([1, -1], repeat=4)))
index = (1 - spins) // 2
ring_bonds = [(0, 1), (1, 2), (2, 3), (3, 0)]
total_spin = spins.sum(axis=1)
bond_sum = sum(spins[:, i] * spins[:, j] for i, j in ring_bonds)
diag_sum = spins[:, 0] * spins[:, 2] + spins[:, 1] * spins[:, 3]
four_product = spins.prod(axis=1)
triple_sum = four_product * total_spin
even_basis = np.column_stack([bond_sum, diag_sum, four_product]).astype(float)
full_basis = np.column_stack([even_basis, total_spin, triple_sum]).astype(float)


def marginals(p):
    p1, p2 = np.zeros(2), np.zeros((2, 2))
    for i in range(4):
        np.add.at(p1, index[:, i], p / 4)
    for i, j in ring_bonds:
        np.add.at(p2, (index[:, i], index[:, j]), p / 4)
    return p1, p2


def free_energy(p, K):
    """Free energy per site divided by k T."""
    p1, p2 = marginals(p)
    return (-K / 2 * (p @ bond_sum) + coef_square * xlogy(p, p).sum()
            + coef_bond * xlogy(p2, p2).sum() + coef_point * xlogy(p1, p1).sum())


def derivatives(p, K, basis):
    """Gradient and Hessian for changes of p along the basis columns.

    Every column sums to zero, so normalization is kept.
    """
    p1, p2 = marginals(p)
    p2 = p2.ravel()
    columns = [marginals(column) for column in basis.T]
    j1 = np.column_stack([a for a, _ in columns])
    j2 = np.column_stack([b.ravel() for _, b in columns])
    gradient = (basis.T @ (-K / 2 * bond_sum + coef_square * np.log(p))
                + coef_bond * j2.T @ np.log(p2) + coef_point * j1.T @ np.log(p1))
    hessian = (coef_square * basis.T @ (basis / p[:, None])
               + coef_bond * j2.T @ (j2 / p2[:, None])
               + coef_point * j1.T @ (j1 / p1[:, None]))
    return gradient, hessian


def minimize_square(K, basis, start_m=0.0):
    """Damped Newton descent, started from independent spins of mean start_m."""
    p = np.prod((1 + start_m * spins) / 2, axis=1)
    for _ in range(300):
        gradient, hessian = derivatives(p, K, basis)
        levels, vectors = np.linalg.eigh(hessian)
        if np.max(np.abs(gradient)) < 1e-9:
            assert levels[0] > 0      # a minimum, not a saddle
            return p
        step = -vectors @ ((vectors.T @ gradient) / np.maximum(np.abs(levels), 1e-6))
        change, length, old = basis @ step, 1.0, free_energy(p, K)
        while length > 1e-15:
            trial = p + length * change
            # the small slack covers rounding of the free energy at convergence
            if trial.min() > 0 and (free_energy(trial, K)
                                    <= old + 1e-4 * length * (gradient @ step) + 1e-13):
                break
            length /= 2
        p = trial
    raise AssertionError("minimization did not converge")


def magnetic_curvature(K, h=3e-4):
    """Second derivative in m, triplet correlation relaxed, by differences."""
    p0 = minimize_square(K, even_basis)

    def f(m, r):
        return free_energy(p0 + (m * total_spin + r * triple_sum) / 16, K)
    f0 = f(0, 0)
    f_mm = (f(h, 0) + f(-h, 0) - 2 * f0) / h**2
    f_rr = (f(0, h) + f(0, -h) - 2 * f0) / h**2
    f_mr = (f(h, h) + f(-h, -h) - f(h, -h) - f(-h, h)) / (4 * h**2)
    return f_mm - f_mr**2 / f_rr


# ---------- derived formulas for the disordered phase ----------
def ring_weight(K):
    e = np.exp(2 * K)
    return (3 * e - 1) / (3 - e)


def neighbour_correlation(y):
    return (y**2 - 1) / (y**2 + 6 * y + 1)


def diagonal_correlation(y):
    return (y - 1)**2 / (y**2 + 6 * y + 1)


def curvature_formula(y):
    return (1 + 8 * y - y**2) / (y * (y + 1) * (y + 3))


t_square = 2 / np.log((5 + np.sqrt(17)) / 4)
t_bethe = 2 / np.log(2)
t_exact = 2 / np.log(1 + np.sqrt(2))
y_c = 4 + np.sqrt(17)

for temperature in (5.0, 3.0, 2.5):
    K = 1 / temperature
    p = minimize_square(K, even_basis)
    y = ring_weight(K)
    assert abs(p @ bond_sum / 4 - neighbour_correlation(y)) < 1e-5
    assert abs(p @ diag_sum / 2 - diagonal_correlation(y)) < 1e-5
    assert abs(p @ four_product - diagonal_correlation(y)) < 1e-5
    assert abs(magnetic_curvature(K) - curvature_formula(y)) < 1e-4
curvature_at_3 = magnetic_curvature(1 / 3)

t_square_numeric = brentq(lambda t: magnetic_curvature(1 / t), 2.3, 2.6, xtol=1e-8)
assert abs(t_square_numeric - t_square) < 1e-4
assert abs(ring_weight(1 / t_square) - y_c) < 1e-10

# ---------- ordered branch: polynomial from symbolic enumeration ----------
ys, zs, ws = sp.symbols("y z w", positive=True)
branch_poly = ((2 - ws**2) * ys**3 + (ws**3 + 4 * ws**2 - 3 * ws - 8) * ys**2
               + (3 * ws**2 + 14 * ws + 10) * ys + ws + 4)
pair = {(a, b): 0 for a in (1, -1) for b in (1, -1)}
for s, b, m_tot in zip(spins, bond_sum, total_spin):
    pair[(int(s[0]), int(s[1]))] += ys**(int(b) // 4) * zs**(int(m_tot) // 2)
up = pair[(1, 1)] + pair[(1, -1)]
down = pair[(-1, -1)] + pair[(-1, 1)]
field_equation = zs**4 * pair[(-1, -1)]**2 * up - pair[(1, 1)]**2 * down
assert sp.expand(ys * zs**2 * field_equation
                 - (zs**2 - 1) * zs**3 * branch_poly.subs(ws, zs + 1 / zs)) == 0


def ordered_state(w):
    """Return K, m and y on the ordered branch."""
    roots = np.roots([2 - w**2, w**3 + 4 * w**2 - 3 * w - 8,
                      3 * w**2 + 14 * w + 10, w + 4])
    positive = [r.real for r in roots if abs(r.imag) < 1e-9 * abs(r) and r.real > 0]
    assert len(positive) == 1
    y = positive[0]
    K = 0.25 * np.log((y * w + y + 1)**2
                      / (y**2 - 2 * y + 5 + y * w**2 + 2 * (y + 1) * w))
    z = (w + np.sqrt(w**2 - 4)) / 2
    plus = y * z**2 + 3 * z + 2 + 1 / y + 1 / z
    minus = y / z**2 + 3 / z + 2 + 1 / y + z
    return K, (plus - minus) / (plus + minus), y


def magnetization(temperature):
    w = brentq(lambda v: ordered_state(v)[0] - 1 / temperature, 2 + 1e-12, 1e4)
    return ordered_state(w)[1]


# the branch distribution must be stationary for the full free energy
for w in (2.1, 3.0, 10.0, 30.0):
    K, m, y = ordered_state(w)
    z = (w + np.sqrt(w**2 - 4)) / 2
    p = y**(bond_sum / 4) * z**(total_spin / 2)
    p = p / p.sum()
    assert np.max(np.abs(derivatives(p, K, full_basis)[0])) < 1e-8
    assert abs(p @ total_spin / 4 - m) < 1e-10

scan = [ordered_state(2 + d)[0] for d in np.geomspace(1e-4, 1e4, 600)]
assert np.all(np.diff(scan) > 0) and scan[0] > 1 / t_square

dy_dw = -(17 * y_c + 3) / (14 * y_c - 22)
slope = (2 * y_c / (3 * y_c + 1) - (6 * y_c + 2) / (y_c + 3)**2
         + (6 / (3 * y_c + 1) - 2 / (y_c + 3)) * dy_dw)
slope_numeric = 4 * (ordered_state(2 + 1e-5)[0] - ordered_state(2.0)[0]) / 1e-5
assert slope > 0 and abs(slope - slope_numeric) < 1e-3

minimum_m = {}
for temperature in (1.8, 2.0, 2.2, 2.3, 2.4):
    p = minimize_square(1 / temperature, full_basis, 0.8)
    minimum_m[temperature] = abs(p @ total_spin) / 4
    assert abs(minimum_m[temperature] - magnetization(temperature)) < 1e-6
largest_m_above = 0.0
for temperature in (2.45, 2.5, 2.8):
    for start_m in (0.1, 0.5, 0.9):
        p = minimize_square(1 / temperature, full_basis, start_m)
        largest_m_above = max(largest_m_above, abs(p @ total_spin) / 4)
assert largest_m_above < 1e-6

amplitudes = [magnetization(t_square * (1 - e))**2 / e for e in (1e-4, 1e-5)]
assert abs(amplitudes[0] / amplitudes[1] - 1) < 1e-2


# ---------- Bethe value from the pair free energy ----------
def pair_free_energy(m, c, K):
    p1 = np.array([1 + m, 1 - m]) / 2
    p2 = np.array([1 + 2 * m + c, 1 - c, 1 - c, 1 - 2 * m + c]) / 4
    return -2 * K * c + 2 * xlogy(p2, p2).sum() - 3 * xlogy(p1, p1).sum()


def pair_curvature(K, h=1e-3):
    c = minimize_scalar(lambda x: pair_free_energy(0, x, K), bounds=(0, 0.95),
                        method="bounded", options={"xatol": 1e-10}).x
    assert abs(c - np.tanh(K)) < 1e-5
    return (pair_free_energy(h, c, K) + pair_free_energy(-h, c, K)
            - 2 * pair_free_energy(0, c, K)) / h**2


t_bethe_numeric = brentq(lambda t: pair_curvature(1 / t), 2.5, 3.5)
assert abs(t_bethe_numeric - t_bethe) < 1e-3


# ---------- exact critical point from strips of two widths ----------
def scaled_gap(width, K):
    rows = np.array(list(product([1, -1], repeat=width)))
    inside = (rows * np.roll(rows, 1, axis=1)).sum(axis=1)
    matrix = np.exp(K * (rows @ rows.T) + K / 2 * (inside[:, None] + inside[None, :]))
    levels = np.linalg.eigvalsh(matrix)
    return width * np.log(levels[-1] / levels[-2])


t_strip = brentq(lambda t: scaled_gap(8, 1 / t) - scaled_gap(7, 1 / t),
                 2.1, 2.5, xtol=1e-6)
assert abs(t_strip - t_exact) < 0.01   # finite width shifts the crossing slightly
assert t_exact < t_square < t_bethe

# ---------- leading errors of the neighbour correlation at high temperature ----------
mp.mp.dps = 40


def exact_correlation(K):
    K = mp.mpf(K)
    modulus = 2 * mp.sinh(2 * K) / mp.cosh(2 * K)**2
    return mp.coth(2 * K) / 2 * (1 + 2 / mp.pi * (2 * mp.tanh(2 * K)**2 - 1)
                                 * mp.ellipk(modulus**2))


K_small = mp.mpf("0.01")
tau = mp.tanh(K_small)
e_small = mp.exp(2 * K_small)
y_small = (3 * e_small - 1) / (3 - e_small)
pair_error = (exact_correlation(K_small) - tau) / tau**3
square_error = (exact_correlation(K_small) - neighbour_correlation(y_small)) / tau**7
assert abs(pair_error - 2) < 0.01 and abs(square_error - 4) < 0.05

# ---------- worked example ----------
coupling = 1.00e-21
norm = 2 * y_c + 12 + 2 / y_c
c_critical = neighbour_correlation(y_c)
print(f"Entropy coefficients (square, bond, point) per site: "
      f"{coef_square:.0f}, {coef_bond:.0f}, {coef_point:.0f}")
print(f"Critical ring weight y_c = {y_c:.5f} (dimensionless)")
print(f"exp(2 K_c) = {np.exp(2 / t_square):.5f} (dimensionless)")
print(f"K_c = {1 / t_square:.5f} (dimensionless)")
print(f"k Tc/J, square approximation, formula = {t_square:.5f}")
print(f"k Tc/J, square approximation, numerical Hessian = {t_square_numeric:.5f}")
print(f"k Tc/J, Bethe, formula = {t_bethe:.5f}")
print(f"k Tc/J, Bethe, numerical curvature = {t_bethe_numeric:.5f}")
print(f"k Tc/J, exact, formula = {t_exact:.5f}")
print(f"k Tc/J, strips of width 7 and 8 = {t_strip:.4f}")
print(f"Bethe excess over exact Tc = {100 * (t_bethe / t_exact - 1):.2f} percent")
print(f"Square excess over exact Tc = {100 * (t_square / t_exact - 1):.2f} percent")
print(f"Curvature X at kT/J = 3, formula = {curvature_formula(ring_weight(1 / 3)):.5f}")
print(f"Curvature X at kT/J = 3, numerical = {curvature_at_3:.5f}")
print(f"Neighbour correlation at square Tc = {c_critical:.5f}")
print(f"Exact neighbour correlation at same T = "
      f"{float(exact_correlation(1 / t_square)):.5f}")
print(f"Diagonal and four-spin correlation at square Tc = "
      f"{diagonal_correlation(y_c):.5f}")
print(f"Probability of each aligned square (2 of them) = {y_c / norm:.5f}")
print(f"Probability of each one-flipped square (8) = {1 / norm:.5f}")
print(f"Probability of each adjacent-pair square (4) = {1 / norm:.5f}")
print(f"Probability of each alternating square (2) = {1 / (y_c * norm):.5f}")
print(f"dy/dw at onset of order = {dy_dw:.4f}")
print(f"d(4K)/dw at onset, formula = {slope:.4f}")
print(f"d(4K)/dw at onset, numerical = {slope_numeric:.4f}")
for temperature, m_direct in minimum_m.items():
    print(f"m at kT/J = {temperature:.1f}: branch {magnetization(temperature):.5f}, "
          f"direct minimum {m_direct:.5f}")
print(f"Largest |m| found at kT/J = 2.45, 2.5, 2.8: {largest_m_above:.1e}")
print(f"m^2/(1 - T/Tc) at 1 - T/Tc = 1e-4: {amplitudes[0]:.3f}")
print(f"m^2/(1 - T/Tc) at 1 - T/Tc = 1e-5: {amplitudes[1]:.3f}")
print(f"(c_exact - c_pair)/tau^3 at K = 0.01: {float(pair_error):.4f}")
print(f"(c_exact - c_square)/tau^7 at K = 0.01: {float(square_error):.4f}")
print(f"Chosen coupling J = {coupling:.2e} joule")
print(f"Boltzmann constant = {k_boltzmann:.6e} joule/kelvin")
print(f"Tc, Bethe = {t_bethe * coupling / k_boltzmann:.1f} K")
print(f"Tc, square approximation = {t_square * coupling / k_boltzmann:.1f} K")
print(f"Tc, exact = {t_exact * coupling / k_boltzmann:.1f} K")
print("every check passed")
```

It prints:

```
Entropy coefficients (square, bond, point) per site: 1, -2, 1
Critical ring weight y_c = 8.12311 (dimensionless)
exp(2 K_c) = 2.28078 (dimensionless)
K_c = 0.41226 (dimensionless)
k Tc/J, square approximation, formula = 2.42567
k Tc/J, square approximation, numerical Hessian = 2.42569
k Tc/J, Bethe, formula = 2.88539
k Tc/J, Bethe, numerical curvature = 2.88539
k Tc/J, exact, formula = 2.26919
k Tc/J, strips of width 7 and 8 = 2.2736
Bethe excess over exact Tc = 27.16 percent
Square excess over exact Tc = 6.90 percent
Curvature X at kT/J = 3, formula = 0.08486
Curvature X at kT/J = 3, numerical = 0.08486
Neighbour correlation at square Tc = 0.56155
Exact neighbour correlation at same T = 0.58813
Diagonal and four-spin correlation at square Tc = 0.43845
Probability of each aligned square (2 of them) = 0.28510
Probability of each one-flipped square (8) = 0.03510
Probability of each adjacent-pair square (4) = 0.03510
Probability of each alternating square (2) = 0.00432
dy/dw at onset of order = -1.5382
d(4K)/dw at onset, formula = 0.1431
d(4K)/dw at onset, numerical = 0.1431
m at kT/J = 1.8: branch 0.95708, direct minimum 0.95708
m at kT/J = 2.0: branch 0.91346, direct minimum 0.91346
m at kT/J = 2.2: branch 0.81696, direct minimum 0.81696
m at kT/J = 2.3: branch 0.70930, direct minimum 0.70930
m at kT/J = 2.4: branch 0.40668, direct minimum 0.40668
Largest |m| found at kT/J = 2.45, 2.5, 2.8: 4.3e-10
m^2/(1 - T/Tc) at 1 - T/Tc = 1e-4: 18.868
m^2/(1 - T/Tc) at 1 - T/Tc = 1e-5: 18.903
(c_exact - c_pair)/tau^3 at K = 0.01: 2.0004
(c_exact - c_square)/tau^7 at K = 0.01: 4.0026
Chosen coupling J = 1.00e-21 joule
Boltzmann constant = 1.380649e-23 joule/kelvin
Tc, Bethe = 209.0 K
Tc, square approximation = 175.7 K
Tc, exact = 164.4 K
every check passed
```
